Symmetrizing the dielectric tensor from an irreducible wedge of k points

**Problem**

A nonmagnetic insulator has one filled band v, separated by a gap from the empty bands c. Its electrons are independent and move in a local potential, and local fields are neglected. Hartree atomic units are used. The field grows as exp(ξt) with ξ ≥ 0, which is the imaginary frequency ω = iξ; the static case is ξ = 0. The zone is sampled on a mesh of N points k.

Symmetry sorts the mesh into stars, the sets of points related by symmetry. Suppose that one point per star is kept, all within one irreducible wedge of the first Brillouin zone (the Wigner–Seitz cell of the reciprocal lattice), with the weight w_k = (number of points in the star)/N.

(a) Write the dielectric tensor as ε = 1 + (1/N) Σ_k T(k), with T(k) built from momentum matrix elements.

(b) How does T(k) change under a point operation and under time reversal?

(c) How is the wedge sum S = 1 + Σ_wedge w_k T(k) related to ε, and when are they equal?

(d) Construct the correction for the hexagonal class 6/mmm, with z along the sixfold axis, and for the monoclinic classes 2, m and 2/m, with y the unique axis.

(e) Apply it to the static sums below. Would a finer mesh make the correction unnecessary?

The data come from two model crystals of Gaussian wells, −V₀ exp(−r²/2s²) with s = 1 bohr. The Hamiltonian was diagonalized in plane waves of kinetic energy below 5 hartree, and c runs over all empty states of that basis.

Hexagonal crystal: a = 5 bohr, c = 6 bohr, one well of V₀ = 2.5 hartree per cell, x along a lattice vector, 12×12×6 mesh. Wedge A spans azimuths 0° to 30° and wedge B 60° to 90°, both with k_z ≥ 0.

S(A): xx 1.4352, yy 1.2303, zz 1.2991, xy 0.1009, xz 0.0108, yz 0.0023
S(B): xx 1.1942, yy 1.4714, zz 1.2991, xy 0.0383, xz 0.0034, yz 0.0106

Monoclinic crystal, class m: a = 5, b = 5.5, c = 6 bohr, β = 110°, x along a, 6×6×6 mesh. Wells of 2.5 and 1 hartree sit in the mirror plane at the fractional positions (0, 0, 0) and (0.35, 0, 0.30). The mirror and time reversal together reduced the mesh; the wedge kept is k_y ≥ 0 and 0.81 k_x + 0.63 k_z ≥ 0.

S: xx 1.2647, yy 1.2057, zz 1.2899, xy 0.0034, xz 0.0524, yz 0.0020

**Hints**

1. For (a), apply first-order perturbation theory to a field F exp(ξt) and use p = i[H, r].
2. For (b), rotate the states and see what happens to p. Complex conjugation reverses p.
3. For (c), apply every symmetry operation to one wedge point and count how often each member of its star appears.
4. For (d), see how (T_xx − T_yy)/2 and (T_xy + T_yx)/2 turn into each other under a rotation about z.

**Solution**

**(a) The contribution of one k point.** An electron has charge −1, so a field along b adds H′ = F r_b exp(ξt). With E = E_c − E_v, the first-order amplitude of state c obeys

i dC/dt = F ⟨c|r_b|v⟩ exp[(iE + ξ)t]

Integrating from t = −∞, and using −i/(iE + ξ) = −1/(E − iξ),

C = −F ⟨c|r_b|v⟩ exp[(iE + ξ)t]/(E − iξ)

The induced dipole is −⟨r_a⟩ = −Σ_c [C ⟨v|r_a|c⟩ exp(−iEt) + c.c.], which gives

dipole = F exp(ξt) Σ_c 2 Re[⟨v|r_a|c⟩⟨c|r_b|v⟩/(E − iξ)]

Between different bands at one k, r is defined through p = i[H, r]:

⟨v|p_a|c⟩ = i(E_v − E_c)⟨v|r_a|c⟩ = −iE ⟨v|r_a|c⟩
⟨c|p_b|v⟩ = +iE ⟨c|r_b|v⟩

Since (−i)(+i) = 1, the product of the two r elements is M_ab/E², where

M_ab = ⟨v|p_a|c⟩⟨c|p_b|v⟩

A factor 2 for spin, division by the cell volume Ω and the average over k give the polarization. Then ε = 1 + 4π × polarization/field, and the factors 4π · 2 · 2 combine into

T_ab(k) = (16π/Ω) Σ_c Re[M_ab/(E − iξ)]/E²

**(b) Transformation rules.** Let R be the Cartesian matrix of a point operation and U the operator that applies it to states. For a screw axis or glide plane, U includes the fractional translation, which commutes with p and changes nothing below. U carries the states at k to states at Rk with the same energies, and U†p_a U = Σ_b R_ab p_b. Each of the two momentum factors therefore brings one matrix R:

T(Rk) = R T(k) Rᵀ

If c belongs to a degenerate level, the states chosen at Rk may be mixtures of the rotated ones. The sum of |c⟩⟨c| over the whole level does not depend on that choice, so the rule holds provided that the sum over c does not cut through a level.

Time reversal is complex conjugation K here. It carries states at k to states at −k with the same energies, and pK = −Kp. Hence ⟨Kv|p_a|Kc⟩ = −⟨v|p_a|c⟩*. The two minus signs cancel in the product, so M_ab(−k) = M_ab(k)*. From its definition, M_ab* = M_ba. Therefore

T(−k) = T(k)ᵀ

At ξ = 0 only Re M_ab enters. It equals Re M_ba, so the static T(k) is symmetric at every k.

**(c) From wedge to zone.** Let g₁, …, g_h be the group of all operations used to reduce the mesh. Write g[T] for R T Rᵀ, followed by a transposition if g contains time reversal. Then T(gk) = g[T(k)]. The mesh must be mapped onto itself by the group, up to reciprocal lattice vectors.

Take a wedge point k whose star has n members. The operations that carry k to a given member k′ are one such operation combined with all those that leave k fixed. Their number is the same for every member, namely h/n. Hence

Σ_star T(k′) = (n/h) Σ_g g[T(k)]

Dividing by N, with w_k = n/N, and summing over the stars,

ε = 1 + Σ_wedge w_k P T(k), where P T = (1/h) Σ_g g[T]

P is linear and leaves the unit tensor unchanged, so

ε = P S

The weight w_k counts the members of a star, which is enough for a scalar such as the energy. A tensor also turns from one member to the next, and S repeats one orientation n times.

Applying one more operation only reorders the sum over g, so g[P T] = P T and therefore P² = P. P is thus a projector onto the tensors allowed by symmetry. It follows that S = ε if and only if P S = S. Since R T Rᵀ and Tᵀ have the same trace as T, the trace of S is correct in any case. If spatial inversion is the only operation besides the identity, R = −1 gives R T Rᵀ = T. P is then the identity and S needs no correction.

**(d) The two projectors.** For a rotation by θ about z, define

d₁ = (T_xx − T_yy)/2, d₂ = (T_xy + T_yx)/2

Multiplying out R T Rᵀ gives

d₁′ = d₁ cos 2θ − d₂ sin 2θ
d₂′ = d₁ sin 2θ + d₂ cos 2θ

so d₁ + i d₂ is multiplied by exp(2iθ). The pair T_xz + i T_yz turns like a vector and is multiplied by exp(iθ), as is T_zx + i T_zy. Over the six angles θ = 0°, 60°, …, 300°, both phase factors sum to zero. The rotations leave T_xx + T_yy, T_zz and T_xy − T_yx unchanged. A vertical mirror such as y → −y reverses the sign of T_xy − T_yx, so its average vanishes too. For 6/mmm,

ε_xx = ε_yy = (S_xx + S_yy)/2, ε_zz = S_zz, all other elements 0

This class contains inversion, so using time reversal as well would reduce the mesh no further.

In the monoclinic case the mirror is R = diag(1, −1, 1). It multiplies T_ab by −1 if exactly one of the indices is y. The twofold rotation about y is diag(−1, 1, −1), the negative of the mirror, and acts identically on a tensor with two indices. Inversion does nothing. The average over class 2, m or 2/m is therefore

ε_xy = ε_yx = ε_yz = ε_zy = 0, all other elements as in S

Five elements survive. If time reversal also helped to reduce the mesh, xz and zx are both replaced by (S_xz + S_zx)/2, which leaves four independent elements.

**(e) Numbers.** For the hexagonal crystal, the two wedges give

A: ε_xx = ε_yy = (1.4352 + 1.2303)/2 = 1.333
B: ε_xx = ε_yy = (1.1942 + 1.4714)/2 = 1.333

with ε_zz = 1.299 from both. These digits belong to the 5 hartree basis: at 9 hartree ε_xx and ε_zz rise to 1.335 and 1.302, and the monoclinic xz below drops from 0.0524 to 0.0517. The plain sum over all 864 mesh points gives the same two values. Wedge A, which holds 76 points, overestimates ε_xx − 1 by 0.102, or 31% of its correct value 0.333, and underestimates ε_yy − 1 by the same amount. It also makes a uniaxial crystal look biaxial, with a spurious xy element of 0.101. The traces of S(A) and S(B) are both 3.965, as they must be.

For the monoclinic crystal, the projector deletes xy = 0.0034 and yz = 0.0020 and changes nothing else. The errors are smaller here, and the diagonal was already right. The element xz = 0.0524 is physical and must not be deleted. It places the major axis in the mirror plane at the angle

½ arctan2(2 × 0.0524, 1.2647 − 1.2899) ≈ 52° from x

A finer mesh does not replace the projection. As the mesh is refined, S tends to an integral of T over one wedge, scaled up to the volume of the zone, and nothing makes that integral invariant under the group. For wedge A, the root of the summed squares of all elements of S − ε is 0.200 on a 6×6×4 mesh and 0.204 on the 12×12×6 mesh.

**Variation 1: hexagonal class 6**

*Only the sixfold rotations are present, and they alone reduce the mesh. What does P leave?*

No vertical mirror or horizontal twofold axis is available, so the antisymmetric part survives the average:

(P S)_xy = −(P S)_yx = (S_xy − S_yx)/2

The projector now has three independent components: the in-plane mean, zz and this one. At ξ = 0 the third is zero on any mesh, because each T(k) is symmetric. At ξ > 0 it still comes out as zero in a nonmagnetic crystal, provided that the full mesh contains −k along with every k, as a mesh centred on k = 0 does; the sixfold rotations alone do not guarantee this. P S equals the sum over the full mesh, and there T(−k) = T(k)ᵀ cancels the antisymmetric part between k and −k. If time reversal is used to shrink the wedge further, that cancellation is no longer contained in the sum, and P must include the transposition.

**Variation 2: the monoclinic crystal at ξ = 0.3 hartree**

*The mesh is again reduced by the mirror and time reversal. Is the average over class m sufficient?*

It was at ξ = 0, where each T(k) is symmetric. At ξ > 0 the imaginary part of M_ab contributes, and T(k) acquires an antisymmetric part that is odd in k. The mirror leaves its xz element unchanged, so the average over class m cannot remove it. That average gives

xz = 0.03739, zx = 0.04046

Transposition supplies the missing half of the zone:

ε_xz = ε_zx = (0.03739 + 0.04046)/2 ≈ 0.0389

which is the value from the full mesh. The false antisymmetric part, (0.03739 − 0.04046)/2 ≈ −0.0015, is about 4% of ε_xz in size for this wedge. Its value depends on which half of the zone is kept, and the opposite half reverses its sign. Had it been kept, it would have suggested broken time-reversal symmetry in a nonmagnetic crystal.

Numbers in the example were calculated in double precision.
